\section*{The undetermined oxygen reference energy in potentials trained on stoichiometric silica}

A learned potential for silica can reproduce every energy and force in its training set, give a sensible barrier for the hop of an oxygen vacancy, and still place the formation energy of that vacancy tens of electronvolts from its true value. More data of the same kind do not help if every training cell contains two oxygen atoms per silicon atom. Such data never say how the energy of a formula unit is to be shared between its two elements, and the fitting procedure makes the division by itself.

Let A stand for silicon and B for oxygen, with $N_A$ and $N_B$ atoms in a cell. The potential has the form
\begin{equation}
E=N_Ae_A+N_Be_B+U(\mathbf R;\mathbf w),
\end{equation}
where $e_A$ and $e_B$ are adjustable reference energies, $\mathbf R$ denotes the positions and species, and $U$ is the interaction energy with parameters $\mathbf w$. In every training cell $N_B=2N_A$, so that
\begin{equation}
E=N_A(e_A+2e_B)+U .
\end{equation}
The reference energies enter only as $e_A+2e_B$. To find the changes that leave this sum alone, put $\delta e_B=-t$. Then $\delta e_A+2\delta e_B=0$ requires $\delta e_A=2t$:
\begin{equation}
e_A\to e_A+2t,\qquad e_B\to e_B-t. \label{gauge}
\end{equation}
Here $t$ is an arbitrary energy. For a cell of any composition the total energy changes by
\begin{equation}
\delta E=2tN_A-tN_B=tX,\qquad X=2N_A-N_B. \label{shift}
\end{equation}
The integer $X$ counts the oxygen atoms missing from the stoichiometric number. It is zero throughout the training set, $+1$ for a crystal with one oxygen vacancy, and $-2$ for one with a silicon vacancy. A Schottky set, one silicon and two oxygen vacancies, has $X=-2+2=0$. Stoichiometric data may therefore contain vacancies and broken bonds and still carry no information about $t$.

Forces cannot supply what the energies lack. The force on atom $i$ is $-\partial E/\partial\mathbf r_i$, and the derivative of the constants vanishes. For a model linear in its parameters, $U=\sum_k w_kF_k(\mathbf R)$, the fit is a least-squares problem for $\mathbf c=(e_A,e_B,w_1,\dots)$. An energy contributes the row $(N_A,N_B,F_1,\dots)$, and a force component the row $(0,0,-\partial F_1/\partial x,\dots)$. With
\begin{equation}
\mathbf n=(2,-1,0,\dots,0)
\end{equation}
the energy row gives $2N_A-N_B=0$ and the force row gives $0$. Every row annihilates $\mathbf n$, so the loss $L$ obeys $L(\mathbf c+t\mathbf n)=L(\mathbf c)$ for all $t$. This is the single undetermined direction if the features are otherwise independent on the data. That is a real condition: if some feature always summed to a fixed multiple of $N_A$, it could be traded against the constants and even $e_A+2e_B$ would be undetermined. Varying the density and displacing the atoms normally prevents this.

A computer nevertheless returns definite numbers, and their origin can be traced. Many least-squares routines choose, among equally good solutions, the one of smallest norm. Along the free direction
\begin{equation}
\frac{d}{dt}\left[(e_A+2t)^2+(e_B-t)^2\right]_{t=0}=4e_A-2e_B=0,
\end{equation}
which gives $e_B=2e_A$. If the unknown for A is first rescaled to $y_A=e_A/s$, the quantity minimized is $(e_A/s)^2+e_B^2$. Its derivative along the same direction is $4e_A/s^2-2e_B$, so $e_B=2e_A/s^2$. A change of numerical scaling thus changes the reference energies without changing the quality of the fit. Plain gradient descent behaves differently again. Since $L$ is constant along $\mathbf n$, $\mathbf n\cdot\nabla L=0$, and each step $-\eta\nabla L$ leaves $\mathbf n\cdot\mathbf c=2e_A-e_B$ at its initial value. The answer then remembers the starting guess.

The consequence for a defect depends on where the removed atoms are sent. For a neutral defect in a cell of fixed size,
\begin{equation}
E_f=E_{\rm def}-E_{\rm bulk}-\sum_{i=A,B}\Delta n_i\,\mu_i, \label{formation}
\end{equation}
where $\Delta n_i$ is the number of atoms of species $i$ added and $\mu_i$ is the chemical potential. An oxygen vacancy has $\Delta n_B=-1$, so $E_f=E_{\rm def}-E_{\rm bulk}+\mu_B$. Suppose first that $\mu_B$ is supplied from outside the model, for instance as half the energy of an oxygen molecule from the method that produced the training data. Under (\ref{gauge}) the perfect crystal does not move, the defective cell moves by $t$, and $\mu_B$ is fixed:
\begin{equation}
\delta E_f=t .
\end{equation}
The formation energy is then as arbitrary as the reference energy.

Suppose instead that the same potential also supplies the reservoir energies. Then $\delta\mu_A=2t$ and $\delta\mu_B=-t$. Because the perfect crystal has $X=0$, the defective one has $X=2\Delta n_A-\Delta n_B$, and
\begin{equation}
\delta E_f=tX-(2t\,\Delta n_A-t\,\Delta n_B)=0 .
\end{equation}
The constants cancel, as they must in a balanced reaction whose two sides are computed with the same constants. The spoiling of vacancy energies is thus a statement about mixed sources of energy. The cancellation does not make the result accurate, since $U$ has now been used for a molecule it was never trained on.

A migration barrier involves no reservoir. If the minimum and the saddle contain the same atoms, both have the same $X$, and
\begin{equation}
\delta E_m=\delta E_{\rm saddle}-\delta E_{\rm min}=tX-tX=0. \label{barrier}
\end{equation}
The saddle itself is also unchanged. A search by eigenvector following resolves the gradient into components $g_k$ along the eigenvectors of the Hessian, with eigenvalues $\lambda_k$, and moves by
\begin{equation}
\Delta q_1=+\frac{g_1}{|\lambda_1|},\qquad \Delta q_k=-\frac{g_k}{|\lambda_k|}\quad(k>1),
\end{equation}
uphill along the lowest mode and downhill along all others, uniform translations being left out. Only first and second derivatives of $E$ appear, and $tX$ contributes to neither. From the same start the search takes the same steps for every $t$. The classical harmonic hop rate
\begin{equation}
k=\nu\,e^{-E_m/k_BT},\qquad
\nu=\frac{\prod_j\nu_j^{\rm min}}{\prod_j'\nu_j^{\rm saddle}},
\end{equation}
in which the prime omits the unstable mode, is unchanged as well.

Diffusion can still be wrong. Let independent oxygen sites exchange atoms with an external reservoir. An empty site has weight $e^{-E_f/k_BT}$ relative to a filled one if vibrational entropy is neglected, so the vacant fraction is $c=e^{-E_f/k_BT}/(1+e^{-E_f/k_BT})\simeq e^{-E_f/k_BT}$ when $E_f\gg k_BT$. As long as $E_f+t$ also stays well above $k_BT$, the change $E_f\to E_f+t$ gives
\begin{equation}
c\to c\,e^{-t/k_BT}.
\end{equation}
Self-diffusion through these vacancies is proportional to $ck$. For a fixed $\mu_B$ its activation energy is $E_f+E_m$, which contains $t$ although the barrier does not.

A closed crystal of exact stoichiometry gives the opposite outcome. Let neutral vacancies form only as Schottky sets. There are two oxygen sites per silicon site and two oxygen vacancies per silicon vacancy, so both sublattices have the same vacant fraction $x$. When $x$ is small, equilibrium requires $x\cdot x^2=e^{-E_S/k_BT}$, where $E_S$ is the energy of one set of separated vacancies, and hence $x=e^{-E_S/3k_BT}$. Since the set has $X=0$, $\delta E_S=-2t+2t=0$. In this regime the vacancy concentration is free of $t$ too. When $\mu_B$ comes from outside the model, what matters is whether the oxygen content is controlled by the reservoir or by the crystal's own composition.

One energy with $X\neq0$ removes the ambiguity. Let the reference method give $E_{\rm ref}$ for such a cell and the fitted model $E_{\rm fit}$. The requirement $E_{\rm fit}+tX=E_{\rm ref}$ gives
\begin{equation}
t=\frac{E_{\rm ref}-E_{\rm fit}}{X}. \label{anchor}
\end{equation}
For a linear model, refitting with this one additional row gives the same result. The old loss already has its smallest value and does not depend on $t$, while the new squared residual can be brought to zero by $t$ alone. The sum of the two is therefore minimal with the interaction parameters untouched. The price is that an error $\varepsilon$ in the added energy enters $t$ as $\varepsilon/X$, and nothing averages it down. With several off-stoichiometric data the residuals will in general not agree on one $t$, and the interactions then adjust as well.

The size of these effects can be seen in a two-dimensional periodic crystal of composition AB$_2$. It has silica's stoichiometry but not its network: the atoms occupy a triangular lattice, each A having six B neighbours. The reference energy contains Morse pair terms with preferred distance $0.26$ nm and depths $0.3$, $1.2$ and $0.3$ eV for AA, AB and BB, together with a many-body term $-C\sum_i\sqrt{\rho_i}$. Here $C=0.8$ eV, and $\rho_i$ is a sum over neighbours of $e^{-b(r-r_0)}$ with $b=15$ nm$^{-1}$ and $r_0=0.26$ nm. All interactions are switched off smoothly between $0.40$ and $0.55$ nm. The free atoms have energies $-100$ and $-430$ eV. The learned model has only pair terms, so its interactions are in error, as those of a real potential would be.

Training used 24 strained and randomly displaced cells of 33 to 51 atoms, some containing Schottky sets. Force rows were multiplied by $0.01$ nm so as to be added to the energy rows; the loss, the nonzero singular values and the fitted numbers below depend on this weight. The 1896 rows for 8 unknowns have rank 7. The smallest singular value is $5.6\times10^{-15}$, against $9.1\times10^{-3}$ for the next, and its vector has A and B components $0.8944$ and $-0.4472$, which are $2/\sqrt5$ and $-1/\sqrt5$. The missing information is the direction $\mathbf n$.

The fitted sum is $e_A+2e_B=-963.07$ eV. Fit 1, of minimum norm, has $e_B=2e_A$, hence
\begin{equation}
e_A=\frac{-963.07}{5}=-192.6\ {\rm eV},\qquad e_B=-385.2\ {\rm eV}.
\end{equation}
Fit 2, with $s=1/2$, has $e_B=8e_A$, hence $e_A=-963.07/17=-56.7$ eV and $e_B=-453.2$ eV. Both have the same loss, $0.162349$ eV$^2$, and an rms energy misfit of about 1 meV per atom. Nothing in the training record distinguishes them.

A third fit was anchored by the energy of one unrelaxed cell with a B vacancy, and gives $e_A=-101.13$ and $e_B=-430.97$ eV. Since $e_B$ falls by $t$, fit 1 differs from it by $t_1=-430.97+385.23=-45.74$ eV and fit 2 by $t_2=-430.97+453.21=22.24$ eV. With half the reference energy of a B$_2$ molecule, $-431.05$ eV, as external $\mu_B$, the relaxed vacancy has a formation energy of $6.68$ eV in the anchored fit. The other two must then give
\begin{equation}
6.68-45.74=-39.06\ {\rm eV},\qquad 6.68+22.24=28.92\ {\rm eV},
\end{equation}
which are the values found from their own relaxations. The reference value is $6.62$ eV. One vacancy energy has reduced an error of tens of electronvolts to $0.06$ eV. The remainder is an interaction error: the anchor fixes the total energy of the unrelaxed vacancy cell, but neither its relaxation energy nor the energy of the perfect crystal. Its size belongs to this particular fit: four other random draws of the training cells give errors between $-0.09$ and $+0.04$ eV, and a force weight of $0.1$ nm on the same cells gives $-0.31$ eV.

When each fit supplies its own B$_2$ energy, taken at the reference bond length, fits 1 and 2 both give $6.44$ eV. The constants have cancelled, and the error of $-0.18$ eV relative to the reference comes from the interactions.

The barrier for a neighbouring B atom to enter the vacancy is $2.361$ eV in all three fits. The largest difference among them is $2\times10^{-12}$ eV, at the level of rounding, while their formation energies span 68 eV. The reference barrier is $2.317$ eV. The error of $0.044$ eV belongs to $U$, and no choice of $t$ can remove it. It is on the small side: four other random draws of the training cells give $0.075$ to $0.139$ eV. Descent from the reference saddle in both directions along its one unstable mode reached two minima with the energy of the relaxed vacancy. Between them the chosen B atom moves by $0.25$ nm, about one lattice spacing, so the saddle does belong to this hop.

At 1273 K, where $k_BT=0.1097$ eV, that barrier error multiplies the rate by $e^{-0.0445/0.1097}=0.67$. The prefactors, $5.74\times10^{12}$ s$^{-1}$ for the fit and $5.81\times10^{12}$ s$^{-1}$ for the reference, contribute a further $0.99$. The product $0.66$ agrees with the computed rates of $2.6\times10^3$ and $3.9\times10^3$ s$^{-1}$.

An error of $-46$ eV announces itself, but a small $t$ does not. It is tempting to settle the matter by adopting a free-atom energy. Holding $e_B$ at $-430$ eV, with the fitted sum kept, gives $t=-430.97+430=-0.97$ eV and a formation energy of $5.71$ eV. Holding $e_A$ at $-100$ eV instead gives $2t=-100+101.13$, so $t=0.57$ eV and the result is $7.24$ eV. Both look reasonable and both fit the training data equally well. For comparison, $t=0.5$ eV alone multiplies the equilibrium vacancy concentration at 1273 K by $e^{-0.5/0.1097}=0.010$.

The free-atom values fail here because the constants of the fit also contain part of the bonding. Near the crystal's density $\rho_0$,
\begin{equation}
-C\sqrt{\rho}\simeq-C\sqrt{\rho_0}-\frac{C(\rho-\rho_0)}{2\sqrt{\rho_0}}
=-\frac{C\sqrt{\rho_0}}2-\frac{C\rho}{2\sqrt{\rho_0}} .
\end{equation}
The last term is a sum over pairs, which the model can imitate; the first is a constant for each atom. With six neighbours at the lattice spacing $0.2523$ nm, $\rho_0\simeq6e^{15(0.26-0.2523)}=6.7$, and three atoms contribute $-3(0.8)\sqrt{6.7}/2=-3.1$ eV. The fitted sum lies $3.07$ eV below the free-atom sum of $-960$ eV, so the estimate has the right sign and size. The closeness of the two numbers is partly luck: second neighbours raise $\rho_0$ to about $7.1$ and change the estimate to $-3.2$ eV, and the curvature of the square root, which the expansion drops, is mainly responsible for the remaining difference of about $0.1$ eV. The fitted offset also depends on the force weight, running from $-3.02$ to $-3.66$ eV as the weight goes from $0.003$ to $0.1$ nm.

A more flexible potential can hide the ambiguity inside $U$. Suppose it can represent a function $s_i$ of the surroundings of atom $i$ that equals 1 in and around every environment of the training set, so that its gradient vanishes there, and 0 for an isolated atom. Adding $2ts_i$ for each silicon and $-ts_i$ for each oxygen leaves the training energies and forces unchanged, and the isolated atoms too. Prescribing free-atom energies then does not determine the vacancy energy. If $s_i=0$ also in the oxygen molecule, the model's own reservoir no longer cancels $t$. Even the barrier is protected only while $s_i$ stays equal to 1 along the hop; a saddle with unfamiliar environments lies outside the guarantee. Equation (\ref{barrier}) concerns true constants and says nothing about extrapolation.

The temperature is roughly that of a dry-oxidation furnace, and defect energies of several electronvolts are of the right order for silica. The geometry is not: the model's A--B distance of about $0.25$ nm is far above the rough $0.16$ nm of a silicon--oxygen bond, and long-range Coulomb forces, amorphous disorder and the third dimension are absent. Nor is the hop rate an oxidation rate, since dry oxidation is fed mainly by oxygen molecules moving through the network. The assumption of neutrality can matter most. A vacancy of charge $+2$ has a term $2E_F$ in its formation energy, where $E_F$ is the Fermi level, and across a gap of roughly 9 eV this spans 18 eV. At fixed charge and Fermi level the term cancels from the barrier, for the same reason that $t$ does.

A static reservoir is also an idealization. Treating B$_2$ as a rigid rotor in an ideal gas at 760 Torr and 1273 K lowers $\mu_B$ by $1.45$ eV, and the reference formation energy falls from $6.62$ to $5.17$ eV. This uses the model's bond length of $0.233$ nm, about twice that of real oxygen, and leaves out vibrations; the harmonic free energies of the molecule and of the crystal lower the value by a further $0.11$ eV. For the barrier, enlarging the cell from $6\times6$ to $9\times9$ lattice sites lowers the reference value by $0.08$ eV, more than the interaction error of this particular fit, and it is still falling, to $2.21$ eV at $12\times12$ and $2.19$ eV at $15\times15$. Thus $2.32$ eV is a value for the smallest cell and not for an isolated vacancy. The prefactor rises by about 6\% up to $12\times12$, while the formation energy stays at $6.62$ eV. The zero-point energy would raise the barrier by $0.03$ eV at low temperature. It should not be added to the classical rate at 1273 K, because the free energy of a quantum oscillator, $k_BT\ln[2\sinh(h\nu_j/2k_BT)]$, tends to the classical $k_BT\ln(h\nu_j/k_BT)$ when $k_BT\gg h\nu_j$, and exceeds it by only $0.04\,k_BT$ even at $h\nu_j=k_BT$. The highest modes of the model reach $1.2\,k_BT$, and the excess summed over all modes raises the free-energy barrier by $0.008$ eV. These corrections change the physical answer, but they do not restore the missing reference energy, which has to come from a calculation with $X\neq0$. The main values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Morse distance 0.26 nm, decay 20 /nm
pair depths AA, AB, BB: 0.3, 1.2, 0.3 eV
many-body strength 0.8 eV, decay 15 /nm
cutoff switched from 0.40 to 0.55 nm
free-atom energies A, B: -100, -430 eV
masses A, B: 28, 16 u
relaxed lattice spacing: 0.2523 nm
B2 bond length: 0.2331 nm
external mu_B (half of B2): -431.0527 eV
training cells: 24, atoms 33 to 51
rows 1896, unknowns 8, rank 7
null vector, A and B parts: 0.8944, -0.4472
smallest two singular values: 9.11e-03, 5.6e-15
rms energy misfit: 1.25 meV/atom
loss fit 1, fit 2: 0.162349, 0.162349 eV^2
e_A+2e_B fitted: -963.074 eV; free atoms: -960.000 eV
fit 1: e_A = -192.615 eV, e_B = -385.230 eV
fit 2: e_A = -56.651 eV, e_B = -453.211 eV
anchored: e_A = -101.133 eV, e_B = -430.970 eV
t of fit 1, fit 2 from anchored: -45.741, 22.241 eV
formation energy, reference: 6.6211 eV
formation energy, fit 1: -39.0639 eV
formation energy, fit 2: 28.9178 eV
formation energy, anchored: 6.6767 eV
formation, model's own B2, fit 1: 6.4378 eV
formation, model's own B2, fit 2: 6.4378 eV
barrier, reference: 2.3166 eV
barrier, fit 1: 2.3611 eV
barrier, fit 2: 2.3611 eV
barrier, anchored: 2.3611 eV
largest barrier difference of fits: 1.8e-12 eV
barrier error from interactions: 0.0445 eV
hop length: 0.2545 nm
temperature 1273 K, kT = 0.1097 eV
prefactor reference, fit 1: 5.813e+12, 5.739e+12 /s
hop rate reference, fit 1: 3.916e+03, 2.578e+03 /s
vacancy concentration factor for t = 0.5 eV: 0.01048
neglected: zero-point change of barrier 0.0288 eV
neglected: barrier change, 9x9 minus 6x6 cell -0.0817 eV
neglected: thermal mu_B at 760 Torr -1.451 eV
neglected: Fermi span, charge +2, rough 9 eV gap: 18 eV
\end{verbatim}
